\section*{Volumetric Locking and Its Cure in Radial Oxide Flow}

\section{A pillar that must push its own oxide outward}

A silicon pillar is oxidized in steam. The reaction takes place at the silicon surface, underneath the oxide already grown, and the new oxide needs more room than the silicon it replaces. The older oxide is therefore pushed outward and stretched around the pillar. The pressure this causes at the silicon surface can slow the reaction, so a process simulator needs the pressure as well as the velocity.

Let the silicon surface recede at speed $u$, and let unit volume of silicon become volume $\alpha$ of oxide. In time $dt$, unit area produces a volume $\alpha u\,dt$. A part $u\,dt$ fills the space left by the silicon; the rest displaces the old oxide. Relative to the silicon at rest, the oxide at the interface moves outward at
\begin{equation}
v_a=(\alpha-1)u .
\end{equation}
The example has $\alpha=2.25$ and $u=3$ nm/min, so $v_a=1.25\times3=3.75$ nm/min. The silicon radius is $a=1000$ nm and the outer oxide radius $b=1500$ nm. These radii are held fixed: we solve for one instant of the growth.

The pillar is long and the oxide is bonded to it, so we assume plane strain, with purely radial velocity $v(r)$. The strain rates are $e_{rr}=v'$, $e_{\theta\theta}=v/r$, $e_{zz}=0$, and the divergence is
\begin{equation}
D(v)=v'+\frac vr=\frac{(rv)'}{r}.
\end{equation}
If the oxide is incompressible, $rv$ is constant and
\begin{equation}
v=\frac{B_0}{r},\qquad B_0=a v_a=3750\ \mathrm{nm^2/min}.
\end{equation}
A numerical scheme should reproduce this inverse-radius law and the stress that goes with it.

\section{The penalty model and its exact solution}

Incompressibility is imposed approximately by a large volumetric coefficient $\kappa$. With tension positive and $\eta$ the shear viscosity,
\begin{equation}
\sigma_{ij}=2\eta\left(e_{ij}-\tfrac13D\,\delta_{ij}\right)+\kappa D\,\delta_{ij}.
\end{equation}
The mean stress is $\sigma_m=\kappa D$. Inertia is neglected, so radial equilibrium reads
\begin{equation}
\sigma_{rr}'+\frac{\sigma_{rr}-\sigma_{\theta\theta}}r=0 .
\label{eq:eq}
\end{equation}
Write $\lambda=\kappa-2\eta/3$, so that $\sigma_{rr}=2\eta v'+\lambda D$ and $\sigma_{rr}-\sigma_{\theta\theta}=2\eta(v'-v/r)$. Since $D'=v''+v'/r-v/r^2$, equation \eqref{eq:eq} becomes $(2\eta+\lambda)D'=0$. The divergence is a constant, called $2A$; integrating $(rv)'=2Ar$ gives
\begin{equation}
v=Ar+\frac Br,\qquad
\sigma_{rr}=2\left(\kappa+\frac\eta3\right)A-\frac{2\eta B}{r^2}.
\end{equation}
The outer surface is free, $\sigma_{rr}(b)=0$. Hence
\begin{equation}
A=\frac{B}{(\kappa/\eta+1/3)b^2},\qquad
q\equiv-\sigma_{rr}(a)=2\eta B\left(\frac1{a^2}-\frac1{b^2}\right).
\label{eq:exact}
\end{equation}
As $\kappa/\eta\to\infty$, $A\to0$ and $B\to B_0$, but the product $\sigma_m=2\kappa A$ tends to the finite value $2\eta B_0/b^2$.

For $\eta=10^{12}$ Pa s $=16\,667$ MPa min, $2\eta B_0/a^2=125.0$ MPa and $2\eta B_0/b^2=55.6$ MPa. The interface pressure is their difference, $q=69.4$ MPa. The mean stress is tensile although the radial stress at the interface is compressive, because the hoop stress there is $55.6+125.0=180.6$ MPa.

\section{The naive scheme and two different failures}

Multiply \eqref{eq:eq} by $r$ to get $(r\sigma_{rr})'-\sigma_{\theta\theta}=0$, then by a test velocity $w$, and integrate by parts. The outer boundary term vanishes and the inner one gives
\begin{equation}
\int_a^b\left(\sigma_{rr}w'+\sigma_{\theta\theta}\frac wr\right)r\,dr=a\,q\,w(a).
\end{equation}
Inserting the stress law,
\begin{equation}
\int_a^b\left\{2\eta\left[v'w'+\frac{vw}{r^2}-\frac{D(v)D(w)}3\right]+\kappa D(v)D(w)\right\}r\,dr=aq\,w(a).
\label{eq:weak}
\end{equation}
The naive choice is linear elements with two Gauss points for every term. We use 16 elements of width $h=31.25$ nm and $\kappa/\eta=10^6$.

First apply the correct pressure, 69.4 MPa, at the inner surface. The computed interface velocity is 0.0628 nm/min instead of 3.75. This is volumetric locking in its familiar form.

Now prescribe the interface velocity, as oxidation does. The nodal velocities agree with $B_0/r$ to a relative error of $3.3\times10^{-5}$, but the interface pressure is 4149 MPa. Judged by velocity alone, the scheme would seem sound.

Both failures have one cause. In an element, $v=c_0+c_1r$ and
\begin{equation}
D=2c_1+\frac{c_0}{r}.
\label{eq:div}
\end{equation}
If this vanishes at two different radii, then $c_0=0$ and $c_1=0$. The only discrete flow without volumetric power is no flow. Accordingly, on an uneven mesh with 17 nodes, the fully integrated volumetric matrix has rank 17. Under fixed pressure, a growing $\kappa$ therefore drives the velocity to zero.

Under fixed $v(a)$ the solution cannot vanish. It minimizes the power, which for large $\kappa$ means making $\int D^2r\,dr$ small. Linear elements can do this by approximating $1/r$, but a residual divergence remains, and $\kappa$ turns it into a large false stress.

The two failures have equal size. Eliminating the unloaded nodes leaves a relation $aq=Sv(a)$ with a single stiffness $S$. If $S$ is too large by a factor $L$, fixed velocity gives a pressure too large by $L$, and fixed pressure gives a velocity too small by $L$.

\section{How large the locking is}

Setting $w=v$ in \eqref{eq:weak} gives the power balance: $aq\,v(a)$ equals the viscous plus the volumetric power. We need the volumetric power that linear elements cannot avoid.

Let $r_m$ be an element midpoint and $x=r-r_m$. Expanding \eqref{eq:div},
\begin{equation}
D=D_m-\frac{c_0}{r_m^2}x+O(h^2),\qquad c_0=v-rv'\simeq\frac{2B_0}{r_m}.
\end{equation}
The linear part is thus $-2B_0x/r_m^3$, which is $-v''x$ for the inverse-radius flow. The nodal values can make every $D_m$ small, but cannot remove this slope. Departing from $D_m=0$ gains power of order $\kappa h^2D_m$ and costs order $\kappa D_m^2$. The best departure is of order $h^2$ and changes the power at order $\kappa h^4$, beyond the leading term. It also accounts for the velocity error under fixed $v(a)$, whose computed order in $h$ is 2.00.

The average of $x^2$ over an element is $h^2/12$. Summing over elements, the volumetric power is to leading order
\begin{equation}
\kappa\int_a^b\frac{h^2}{12}\frac{4B_0^2}{r^6}\,r\,dr
=\frac{\kappa h^2B_0^2}{12}\left(\frac1{a^4}-\frac1{b^4}\right).
\end{equation}
The viscous power is
\begin{equation}
2\eta\int_a^b\frac{2B_0^2}{r^4}\,r\,dr
=2\eta B_0^2\left(\frac1{a^2}-\frac1{b^2}\right).
\end{equation}
Dividing the first by the second and factoring the difference of fourth powers gives
\begin{equation}
L=1+\frac{\kappa h^2}{24\eta}\left(\frac1{a^2}+\frac1{b^2}\right).
\label{eq:L}
\end{equation}
Here $h^2=976.6$ nm$^2$ and the bracket is $1.444\times10^{-6}$ nm$^{-2}$, so $L=1+1410.6/24=59.8$. The computed factor is 59.7. An eight-point rule gives 59.7 as well: better quadrature does not help, since the two-point rule already averages $x^2$ correctly.

Equation \eqref{eq:L} also shows where locking disappears. For $a\to\infty$ at fixed oxide thickness and fixed $h$, $L\to1$: in a flat film the incompressible flow is uniform, and linear elements contain it. For a very thick oxide, $b\to\infty$, the excess is $\kappa h^2/(24\eta a^2)$. Curvature of the velocity profile is what the elements cannot follow.

\section{Two repairs that do not suffice}

One could refine the mesh. For a relative pressure error $\epsilon$, \eqref{eq:L} requires
\begin{equation}
h=\left[\frac{24\,\epsilon\,\eta}{\kappa(1/a^2+1/b^2)}\right]^{1/2}.
\end{equation}
With $\epsilon=0.01$ this is 0.41 nm, or 1227 elements. A calculation on that mesh gives an excess of 1.0\%. The remedy works, but its cost grows as $\sqrt{\kappa/\eta}$.

One could instead lower $\kappa$. Then the oxide is really compressible. At fixed $q$, \eqref{eq:exact} fixes $B=B_0$, and the exact interface velocity is
\begin{equation}
\frac{v(a)}{v_a}=1+\frac{a^2}{b^2(\kappa/\eta+1/3)} .
\end{equation}
The computed ratios under fixed pressure, with the mesh of 16 elements held fixed, are:

\begin{center}
\begin{tabular}{ccc}
$\kappa/\eta$ & full & reduced\\
\hline
$10^2$ & 0.9985 & 1.0044\\
$10^4$ & 0.6300 & 1.0000\\
$10^6$ & 0.0167 & 0.9999\\
$10^8$ & 0.0002 & 0.9999
\end{tabular}
\end{center}

The last column belongs to the scheme derived below. At $\kappa/\eta=10^2$ full integration looks accurate, but two errors partly cancel: compressibility raises the velocity by 0.44\%, and locking lowers it by 0.59\%.

The stress at the Gauss points is not rescued. At the Gauss points $x=\pm h/(2\sqrt3)$ the residual slope gives mean stresses of opposite sign, with half-difference
\begin{equation}
\kappa\frac{2B_0}{r_m^3}\frac{h}{2\sqrt3}=\frac{\kappa B_0h}{\sqrt3\,r_m^3}.
\end{equation}
In the first element at $\kappa/\eta=10^6$ the computed stresses are $1092$ and $-1061$ GPa; their half-difference, 1077 GPa, agrees with the 1076 GPa of the formula. Even their average, about 15 GPa, is far from the true 55.6 MPa. The formula is proportional to $\kappa$, so at $\kappa/\eta=10^2$ it still predicts about 108 MPa, twice the stress being sought. This swing passes through zero near the element midpoint. There the fully integrated mean stress at $\kappa/\eta=10^2$ is within about 1\% of the exact value, but its error grows in proportion to $\kappa$ and reaches several GPa at $10^6$.

\section{Asking each element for one thing}

The analysis says what to change. The slope of $D$ inside an element cannot vanish and should not be penalized. Its mean can vanish and should be. Evaluate the volumetric term at the midpoint alone. For nodes $r_1,r_2$ with $h=r_2-r_1$ and $2r_m=r_1+r_2$,
\begin{align}
D_m&=\frac{v_2-v_1}{h}+\frac{v_1+v_2}{2r_m}\nonumber\\
&=\frac{(r_1+r_2)(v_2-v_1)+(r_2-r_1)(v_1+v_2)}{2r_mh}
=\frac{r_2v_2-r_1v_1}{r_mh}.
\label{eq:mid}
\end{align}
In the last step the coefficient of $v_2$ is $2r_2$ and that of $v_1$ is $-2r_1$. The numerator is the net outflow from the element, and $r_mh=\int r\,dr$ is its volume, both per radian and unit length. One midpoint evaluation thus expresses the volume balance of the whole element.

Setting $D_m=0$ gives $r_1v_1=r_2v_2$. Through all elements, $rv$ has one common nodal value, so with $v(a)=v_a$ prescribed the nodal velocity is exactly $B_0/r$ in the limit $\kappa/\eta\to\infty$, on even or uneven meshes. This is a statement in exact arithmetic: in double precision round-off grows with $\kappa$, and on 16 elements it spoils $q$ by a few per cent at $\kappa/\eta=10^{12}$. There are 16 conditions on 17 nodal values: the reduced volumetric matrix has rank 16 and leaves one free flow, the right one.

The viscous term keeps its two Gauss points. The element matrix is
\begin{equation}
K_e=K_e^{\rm visc}+\frac{\kappa}{r_mh}
\begin{pmatrix}r_1^2&-r_1r_2\\-r_1r_2&r_2^2\end{pmatrix},
\end{equation}
where, with $g=(-1/h,1/h)^T$, the vector $n$ of shape functions and $d=g+n/r$,
\begin{equation}
K_e^{\rm visc}=2\eta\sum_{k=1}^{2}\frac h2\,r_k
\left[gg^T+\frac{nn^T}{r_k^2}-\frac{dd^T}3\right]_{r=r_k}.
\end{equation}
The algorithm is then:
\begin{enumerate}
\item Assemble $K$ from the element matrices.
\item Set $v(a)=v_a$ and solve the equations of the other nodes.
\item Obtain the pressure from the power, $q=v^TKv/(av_a)$.
\item Obtain the mean stress in each element from $\sigma_m=\kappa D_m$, at the midpoint only; the slope of $D$ is still present, and $\kappa D$ at the Gauss points swings as widely as with full integration.
\end{enumerate}

For $\kappa/\eta=10^6$ the largest relative deviation of the nodal velocity from $B_0/r$ is $5.6\times10^{-7}$. This is the compressibility of the penalty model: with $v(a)$ fixed, the exact solution deviates by $A(r^2-a^2)/B_0\simeq(\eta/\kappa)(r^2-a^2)/b^2$, which at $r=b$ is $10^{-6}\times5/9$.

Both quadratures solve the same differential equation. At $\kappa/\eta=5$, going from 16 to 32 elements divides the largest nodal error of each, relative to $Ar+B/r$, by more than 3.5.

\section{What error remains, and why the stress is smooth}

Nodal velocities can be right while the power between nodes is not. Insert the linear interpolant of $B_0/r$ into the viscous power. Its slope is $-B_0/(r_1r_2)$, and
\begin{equation}
\int_{r_1}^{r_2}\frac{B_0^2}{r_1^2r_2^2}r\,dr
=\frac{B_0^2(r_2^2-r_1^2)}{2r_1^2r_2^2}
=\int_{r_1}^{r_2}\frac{B_0^2}{r^4}r\,dr ,
\end{equation}
so the term in $v'^2$ has no error. The interpolant lies above the convex curve by $\frac12v''(h^2/4-x^2)$, on average $v''h^2/12=B_0h^2/(6r^3)$. This raises $v^2/r^2$ by $B_0^2h^2/(3r^6)$. The term $-D^2/3$ contributes $-B_0^2h^2/(9r^6)$. Their sum is $2B_0^2h^2/(9r^6)$, to be compared with $2B_0^2/r^4$. Weighting both by $r$ and integrating,
\begin{equation}
\frac{\delta q}{q}=\frac{h^2}{9}\,
\frac{(a^{-4}-b^{-4})/4}{(a^{-2}-b^{-2})/2}
=\frac{h^2}{18}\left(\frac1{a^2}+\frac1{b^2}\right).
\end{equation}
This is $7.84\times10^{-5}$ here, and the computed excess is $7.83\times10^{-5}$. The formula holds for large $\kappa/\eta$ and contains no $\kappa$: the error is one of ordinary resolution.

The mean stress follows from nodal force balance. By \eqref{eq:mid}, an element exerts volumetric nodal forces $\sigma_m(-r_1,r_2)$. The viscous stresses are $\mp2\eta B_0/r^2$ in the radial and hoop directions. At the outer node of an element, where $n_2=(r-r_1)/h$, their force is
\begin{equation}
-2\eta B_0\int_{r_1}^{r_2}\left(\frac1{hr}-\frac{r-r_1}{hr^2}\right)dr
=-2\eta B_0\int_{r_1}^{r_2}\frac{r_1}{hr^2}\,dr=-\frac{2\eta B_0}{r_2}.
\end{equation}
The same integral for the inner node gives $+2\eta B_0/r_1$. At an interior node the viscous forces of the two neighbours cancel, so their mean stresses are equal. At the free surface $b\sigma_m=2\eta B_0/b$, the exact value. The finite-element viscous stress is only approximate, which leaves a small discretization error: the computed values lie between 55.558 and 55.563 MPa, against 55.556.

\section{Consequences for the oxidation step}

One model multiplies the reaction rate by $\exp(-qV_k/k_BT)$. Take a rough activation volume $V_k=0.0125$ nm$^3$ at 1373 K, where $k_BT=18.96$ MPa nm$^3$. With reduced integration the exponent is $-69.45\times0.0125/18.96=-0.046$ and the factor is 0.955. With full integration it is $-4149\times0.0125/18.96=-2.74$, giving 0.065. At the prescribed $v_a$, locking thus lowers the predicted reaction factor about fifteenfold for a numerical reason, although the velocity field had looked right. This factor applies to the reaction step, not to the growth rate: through an oxide this thick, growth in steam is limited mainly by diffusion of the oxidant, so a slower reaction reduces it by a smaller factor. In a coupled calculation the slower reaction would also lower $v_a$, and with it the pressure, which weakens the final slowing further.

The inputs are rough typical values for steam oxidation near 1100 $^\circ$C, and the viscosity varies steeply with temperature. With a rough activation energy of 5 eV, cooling by 10 K multiplies it by 1.36; in the linear law $q$ rises in proportion at fixed $v_a$. The viscosity of real oxide also falls under stress. In Eyring's law the shear stress is $\tau=\tau_c\sinh^{-1}[2\eta B_0/(r^2\tau_c)]$; with $\tau_c=2k_BT/V_s$, a rough activation volume $V_s=0.3$ nm$^3$ gives $\tau_c=126$ MPa. Integrating $\sigma_{rr}'=2\tau/r$ inward from the free surface then lowers $q$ by 7.1\%, to 64.5 MPa. The velocity stays $B_0/r$, because volume balance and $v_a$ alone determine it. If tension speeds up oxidant diffusion, with a rough volume of 0.075 nm$^3$, the uniform mean stress of the linear law, 55.6 MPa, raises the diffusivity by 25\%; this and the reaction factor would change $v_a$, which is held fixed here. Surface tension, with a rough surface energy of 0.3 N/m, adds about 0.2 MPa to $q$.

The penalty $\kappa$ is not the elasticity of silica. With a rough bulk modulus of 37 GPa the elastic volume strain is 0.15\%, and with a rough shear modulus $G=30$ GPa the Maxwell time $\eta/G=0.56$ min is short beside the flow time $a/v_a=267$ min. Purely viscous flow is therefore reasonable here. At much lower temperatures the viscosity is far higher, and both this separation of times and the linear stress law can fail. The nodal result itself is proved for radial flow on linear elements; it does not carry over to two-dimensional meshes without a new analysis. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
Radii a, b: 1000, 1500 nm; temperature 1373.15 K
Silicon consumption 3.00 nm/min; volume expansion 2.25
Interface oxide velocity v_a: 3.750 nm/min
Viscosity: 1.00e+12 Pa s = 16666.7 MPa min
Elements 16; width 31.25 nm; kappa/eta 1e+06
Volumetric rank, reduced / full: 16 / 17 for 17 nodes
Velocities in nm/min; P = pressure-driven, V = velocity-driven
r(nm)  limit  reduced-V  full-V  reduced-P  full-P
1000  3.75000  3.75000  3.75000  3.74971  0.06277
1125  3.33333  3.33333  3.33337  3.33307  0.05579
1250  3.00000  3.00000  3.00006  2.99977  0.05022
1375  2.72727  2.72727  2.72735  2.72706  0.04565
1500  2.50000  2.50000  2.50008  2.49981  0.04185
Max relative velocity error, reduced-V: 5.56e-07
Max relative velocity error, full-V: 3.32e-05
Order of full-V velocity error in h: 1.999
Interface pressure, incompressible limit: 69.444 MPa
Interface pressure, reduced-V: 69.450 MPa
Interface pressure, full-V: 4148.9 MPa
Locking factor, computed / law: 59.744 / 59.775
Same factor with 8-point rule: 59.747
Reduced pressure excess, computed / law: 7.834e-05 / 7.837e-05
Pressure-driven v(a)/v_a: kappa/eta, full, full law, reduced
1e+02  0.998512  0.998561  1.004351
1e+04  0.629953  0.629852  0.999966
1e+06  0.016738  0.016730  0.999922
1e+08  0.000170  0.000170  0.999916
Width for 1% locking error: 0.4076 nm; elements 1227
Computed pressure excess on that mesh: 0.998 %
Mean stress, exact limit: 55.556 MPa
Mean stress, reduced, min / max: 55.558 / 55.563 MPa
Full-V mean stress at first two Gauss points: 1092.1, -1061.3 GPa
Half-difference, computed / law: 1076.7 / 1076.4 GPa
Rough activation volumes, reaction / diffusion / shear: 0.0125 / 0.075 / 0.3 nm^3
Reaction factor, reduced / full: 0.9552 / 0.0649
Diffusion factor if tension enhances it: 1.246
Eyring stress scale: 126.4 MPa; Newton shear at a: 125.0 MPa
Interface pressure with Eyring thinning: 64.51 MPa (-7.1 %)
Viscosity factor for 10 K cooling at 5.0 eV: 1.363
Surface energy 0.30 N/m; surface pressure 0.200 MPa
Rough bulk / shear modulus: 37 / 30 GPa
Elastic volume strain: 0.150 %
Maxwell time: 0.556 min; flow time: 266.7 min
\end{verbatim}
